# The most unstable phase of a growing step train with repulsion, part 1

(Sections cited here and not found follow in the second part.)

## First half: from terrace diffusion to the growth rate

A crystal surface cut slightly off a low-index plane consists of flat terraces separated by steps one layer high. During deposition the steps capture adatoms and advance. An evenly spaced train may stay even, or small irregularities may grow until steps gather into bunches. This problem derives the growth rate of a small irregularity from adatom diffusion and step repulsion, and then asks which irregularity grows fastest.

**The model.** The steps are straight and parallel, so one coordinate $x$ is enough. The surface descends towards $+x$, and growing steps move towards $+x$. Step $n$ is at $x_n$, and terrace $n$ lies between $x_n$ and $x_{n+1}$, with width

$$w_n=x_{n+1}-x_n .$$

Terrace $n$ is therefore the lower terrace of step $n$ and the upper terrace of step $n+1$. Atoms arrive with flux $F$ per unit area and time, and diffuse with constant $D$. They neither desorb nor nucleate islands, and they do not cross a step without being incorporated. One atom in a completed layer occupies the area $\Omega$.

Let $c(x)$ be the adatom density and $c_n$ the density in equilibrium with step $n$. Attachment is linear in the excess density, with rate constant $k_L$ for atoms coming from the lower terrace and $k_U$ for atoms coming from the upper one. The two attachment lengths

$$d_L=\frac{D}{k_L},\qquad d_U=\frac{D}{k_U}$$

measure how hard it is to enter the step from each side: a long attachment length means slow attachment.

Diffusion is treated as quasistatic. At each instant the density takes the stationary profile that belongs to the current step positions, and the motion of the steps during diffusion is neglected. The conditions for this are examined in part (i).

### (a) How are the atoms landing on a terrace divided between its two steps?

Find the flux $J_L(n)$ from terrace $n$ into step $n$ and the flux $J_U(n)$ from terrace $n$ into step $n+1$, both per unit step length. The equilibrium densities $c_n$ and $c_{n+1}$ may differ.

**Solution.** Write $\xi=x-x_n$ and, for this part, $w=w_n$. The stationary diffusion equation is

$$D\,\frac{d^2c}{d\xi^2}+F=0 .$$

Integrating twice gives

$$c(\xi)=c(0)+a\,\xi-\frac{F\xi^2}{2D},$$

where $a$ is the slope at $\xi=0$. The diffusion current in the $+x$ direction is $-D\,dc/d\xi$. Atoms enter step $n$ by moving towards $-x$, so the flux into it is

$$J_L=+D\,c'(0)=Da .$$

Atoms enter step $n+1$ by moving towards $+x$, so

$$J_U=-D\,c'(w)=-Da+Fw=Fw-J_L .$$

The sum is $J_L+J_U=Fw$: every atom that lands on the terrace reaches one of its two steps.

Terrace $n$ is on the lower side of step $n$ and on the upper side of step $n+1$. The attachment laws are therefore

$$J_L=k_L\,[c(0)-c_n],\qquad J_U=k_U\,[c(w)-c_{n+1}],$$

which can be solved for the densities at the two ends:

$$c(0)=c_n+\frac{d_L}{D}J_L,\qquad c(w)=c_{n+1}+\frac{d_U}{D}(Fw-J_L).$$

The profile gives a second expression for their difference,

$$c(w)-c(0)=\frac{J_L\,w}{D}-\frac{Fw^2}{2D}.$$

Equate the two expressions and multiply by $D$:

$$D(c_{n+1}-c_n)+d_U(Fw-J_L)-d_LJ_L=J_Lw-\frac{Fw^2}{2}.$$

Collecting the terms with $J_L$ on the right yields

$$D(c_{n+1}-c_n)+Fw\left(d_U+\frac w2\right)=J_L\,(w+d_L+d_U).$$

Hence

$$J_L(n)=\frac{D(c_{n+1}-c_n)+Fw_n(d_U+w_n/2)}{w_n+d_L+d_U}.$$

For the other flux, put $Fw-J_L$ over the same denominator. Its deposition part has the numerator

$$Fw(w+d_L+d_U)-Fw\left(d_U+\frac w2\right)=Fw\left(d_L+\frac w2\right),$$

so that

$$J_U(n)=\frac{-D(c_{n+1}-c_n)+Fw_n(d_L+w_n/2)}{w_n+d_L+d_U}.$$

Each flux has two parts. The density difference drives atoms from the step with the higher equilibrium density to the one with the lower. The deposited atoms are shared according to the resistances: the share entering step $n$ contains $d_U$, the resistance at the opposite end. If $d_L=d_U$, each step receives half of the deposited atoms.

A finite-volume solution of the diffusion problem, tested for two terrace widths with unequal equilibrium densities, agrees with these fluxes to within two parts in ten thousand.

### (b) How fast does a step move?

Express the velocity of step $n$ through the fluxes, and find the velocity of a uniform train with terrace width $l$.

**Solution.** A step that captures $J$ atoms per unit length and time covers the new area $\Omega J$ per unit length and time, which is its velocity. Step $n$ is fed by terrace $n$ in front of it and by terrace $n-1$ behind it. From terrace $n$ it receives $J_L(n)$, and from terrace $n-1$, whose right-hand boundary it forms, it receives $J_U(n-1)$. Thus

$$\frac{dx_n}{dt}=\Omega\,[J_L(n)+J_U(n-1)].$$

In a uniform train all steps are equivalent, so $c_{n+1}=c_n$ and the density differences vanish. All terraces have width $l$, and the two fluxes add up to $Fl$. The velocity is

$$V=\Omega Fl .$$

It does not depend on $d_L$ or $d_U$. The attachment lengths decide from which side the atoms come, but not how many arrive. The product $\Omega F$ is the number of layers deposited per unit time.

### (c) How does step repulsion change the equilibrium densities?

Neighbouring steps repel each other with energy $g/w^2$ per unit step length, with $g>0$. Find the chemical potential $\mu_n$ of step $n$, measured from its value in a uniform train. Then find its change when the steps are displaced slightly according to

$$x_n=nl+Vt+\delta x_n,\qquad \delta x_n=\varepsilon\,e^{inp+st}.$$

Here $p$ is the phase difference between neighbouring steps, $s$ is a complex rate, and the real part gives the physical displacement.

**Solution.** The repulsion energy per unit step length is

$$E=g\sum_m\frac1{w_m^2}.$$

If a length $\mathcal L$ of step $n$ advances by $dx_n$, it gains $\mathcal L\,dx_n/\Omega$ atoms, and the energy changes by $\mathcal L\,(\partial E/\partial x_n)\,dx_n$. The energy per added atom is the quotient

$$\mu_n=\Omega\,\frac{\partial E}{\partial x_n}.$$

Two terraces depend on $x_n$. Since $\partial w_n/\partial x_n=-1$ and $\partial w_{n-1}/\partial x_n=+1$,

$$\frac{\partial E}{\partial x_n}=-\frac{2g}{w_n^3}(-1)-\frac{2g}{w_{n-1}^3}(+1),$$

and therefore

$$\mu_n=2g\Omega\left(\frac1{w_n^3}-\frac1{w_{n-1}^3}\right).$$

If the terrace in front is the narrower one, $\mu_n$ is positive. Adding atoms would push the step closer to its neighbour, and this costs energy. The formula was tested against finite differences of the energy for an irregular train.

Now insert the displacement. Since $\delta x_{n\pm1}=e^{\pm ip}\delta x_n$, the width changes are

$$\delta w_n=(e^{ip}-1)\,\delta x_n,\qquad \delta w_{n-1}=(1-e^{-ip})\,\delta x_n .$$

To first order, $\delta(w^{-3})=-3l^{-4}\delta w$, so

$$\delta\mu_n=-\frac{6g\Omega}{l^4}(\delta w_n-\delta w_{n-1})
=-\frac{6g\Omega}{l^4}\left(e^{ip}+e^{-ip}-2\right)\delta x_n .$$

The bracket equals $2\cos p-2$. With the abbreviation

$$u=1-\cos p,\qquad 0\le u\le2,$$

it is $-2u$, and the two minus signs combine to give

$$\delta\mu_n=\frac{12g\Omega}{l^4}\,u\,\delta x_n .$$

For a dilute adatom gas the equilibrium density is $c_n=c_0e^{\mu_n/kT}$, where $c_0$ belongs to the uniform train. Because $\mu_n=0$ there, the first-order change is

$$\delta c_n=\frac{c_0}{kT}\,\delta\mu_n=\frac{12g\Omega c_0}{kT\,l^4}\,u\,\delta x_n .$$

Replacing the exponential by $1+\mu_n/kT$ thus leaves the linear growth rate unchanged. It matters only when displacements are no longer small.

### (d) What is the complex rate $s$ of a small displacement?

Linearise the velocity law of part (b) and separate the real and imaginary parts of $s$.

**Solution.** Define

$$\Lambda=l+d_L+d_U .$$

The velocity contains density differences and deposition terms. They can be treated separately to first order.

*Density differences.* These terms have the form $D(c_{n+1}-c_n)/(w_n+d_L+d_U)$. In the uniform train the numerator is zero, so a change of the denominator contributes only at second order, and the denominator may be set to $\Lambda$. The contribution to the velocity change is

$$\frac{\Omega D}{\Lambda}\left[(\delta c_{n+1}-\delta c_n)-(\delta c_n-\delta c_{n-1})\right]
=\frac{\Omega D}{\Lambda}\,(2\cos p-2)\,\delta c_n=-\frac{2\Omega D}{\Lambda}\,u\,\delta c_n .$$

With $\delta c_n$ from part (c), this equals $-Cu^2\,\delta x_n$, where

$$C=\frac{24\,g\,\Omega^2Dc_0}{kT\,l^4\,\Lambda}>0 .$$

The two factors $u$ have separate origins. One comes from the forces between neighbouring steps, which depend on differences of terrace widths. The other comes from the exchange of atoms between neighbouring steps, which depends on differences of density.

*Deposition.* Write the deposition parts of the two fluxes as

$$f_L(w)=\frac{Fw(d_U+w/2)}{w+d_L+d_U},\qquad f_U(w)=\frac{Fw(d_L+w/2)}{w+d_L+d_U}.$$

Step $n$ receives $f_L(w_n)$ from the front and $f_U(w_{n-1})$ from behind. With primes for derivatives at $w=l$, the contribution to $s$ is

$$\Omega\left[f_L'\,(e^{ip}-1)+f_U'\,(1-e^{-ip})\right].$$

Here $e^{ip}-1=-u+i\sin p$ and $1-e^{-ip}=u+i\sin p$. The contribution is therefore

$$\Omega\,(f_U'-f_L')\,u+i\,\Omega\,(f_U'+f_L')\sin p .$$

Since $f_L+f_U=Fw$, the sum of the derivatives is $F$. The difference of the functions is

$$f_U-f_L=F(d_L-d_U)\,\frac{w}{w+d_L+d_U}.$$

The derivative of the last fraction is $(d_L+d_U)/(w+d_L+d_U)^2$, so that

$$f_U'-f_L'=\frac{F(d_L-d_U)(d_L+d_U)}{\Lambda^2}=\frac{F(d_L^2-d_U^2)}{\Lambda^2}.$$

Adding all contributions gives

$$\operatorname{Re}s\equiv\sigma(p)=Bu-Cu^2,\qquad \operatorname{Im}s=\Omega F\sin p,$$

$$B=\Omega F\,\frac{d_L^2-d_U^2}{(l+d_L+d_U)^2}.$$

The sign of $B$ has a direct meaning. Displace one step forward and hold its neighbours fixed. The terrace behind it widens and the terrace in front narrows by the same amount. The step gains atoms from behind at a rate proportional to $f_U'$ and loses atoms from the front at a rate proportional to $f_L'$. If $f_U'>f_L'$, the deposition terms speed it up and push it still further from its even position. This happens for $d_L>d_U$, when attachment from the lower terrace is the slower process, which is called an inverse Ehrlich–Schwoebel effect. The usual Ehrlich–Schwoebel barrier, $d_U>d_L$, makes $B$ negative and evens out the train. This picture leaves out the repulsion, which pushes the displaced step back. The net rate for a single displaced step is the average of $\sigma(p)$ over all phases; since $u$ averages to $1$ and $u^2$ to $3/2$, it is $B-3C/2$. For $0<B<3C/2$ such a step first moves back, and the instability appears only in the long-wave components of the disturbance.

The imaginary part moves the pattern without changing its amplitude. A point of constant phase satisfies $np+\Omega F\sin p\;t=\text{constant}$, so it shifts through the step index at the rate $-\Omega F\sin p/p$. Multiplying by $l$ and adding the velocity $V$ of the train gives the pattern velocity in the laboratory frame,

$$V\left(1-\frac{\sin p}{p}\right).$$

For small $p$ this is much less than $V$: the steps run through a nearly stationary pattern of dense and sparse regions.

The complete complex rate was tested on a closed ring of 48 steps. For every phase allowed on the ring, the linearised nonlinear step equations reproduce it to within $10^{-11}\ \mathrm{s^{-1}}$.

## Second half: which phase grows fastest

The steps of a uniform train have spacing $l$, and a small displacement has the phase difference $p$ between neighbouring steps. With $u=1-\cos p$, its amplitude grows at the rate

$$\sigma(p)=Bu-Cu^2,\qquad 0\le u\le2 .$$

With $\Lambda=l+d_L+d_U$, the coefficients are

$$B=\frac{\Omega F(d_L^2-d_U^2)}{\Lambda^2},\qquad C=\frac{24g\Omega^2Dc_0}{kT\,l^4\Lambda}.$$

Here $F$ is the deposition flux, $\Omega$ the area per atom, $D$ the diffusion constant, $c_0$ the equilibrium adatom density, and $g$ the repulsion strength. The attachment lengths $d_L$ and $d_U$ refer to entry into a step from its lower and upper terrace. The uniform train moves at $V=\Omega Fl$.

### (e) For which phase is the growth rate largest?

Take $C>0$ and consider all real values of $B$.

**Solution.** Completing the square gives

$$\sigma=\frac{B^2}{4C}-C\left(u-\frac{B}{2C}\right)^2 .$$

As a function of $u$ this is a parabola that opens downwards, with its vertex at $u=B/(2C)$. Because $u=1-\cos p$ cannot leave the interval from 0 to 2, there are three cases.

*Case $0<B<4C$.* The vertex lies inside the interval, so the growth rate is largest for

$$1-\cos p^*=\frac{B}{2C},\qquad \sigma^*=\frac{B^2}{4C}.$$

Both $p^*$ and $-p^*$ satisfy this condition and grow equally fast.

*Case $B\ge4C$.* The vertex lies at or beyond $u=2$. The parabola rises over the whole interval, and the maximum is at its end, $p=\pi$:

$$\sigma(\pi)=2B-4C .$$

Neighbouring steps are then displaced in opposite directions, and the train begins to form pairs.

*Case $B\le0$.* Both terms of $Bu-Cu^2$ are negative or zero, and no phase grows. The largest value is $\sigma=0$ at $p=0$, which is a shift of the whole train.

The condition for an interior maximum therefore has two sides. It is not enough that $B$ is below $4C$; $B$ must also be positive.

The derivative with respect to $p$ shows how the first two cases join. Since $du/dp=\sin p$,

$$\frac{d\sigma}{dp}=\sin p\,(B-2Cu),\qquad
\frac{d^2\sigma}{dp^2}=\cos p\,(B-2Cu)-2C\sin^2p .$$

At $p=\pi$ the second derivative is $-(B-4C)=4C-B$. It is positive for $B<4C$, so $p=\pi$ is then a local minimum, and negative for $B>4C$, where $p=\pi$ is the maximum. As $B$ approaches $4C$ from below, the selected phase moves continuously to $\pi$. With $p^*=\pi-\delta$ and small $\delta$, $u\simeq2-\delta^2/2$, so the selection condition gives

$$\delta\simeq\sqrt{4-B/C}.$$

At $B=4C$ itself, $\sigma=4C-C(u-2)^2\simeq4C-C\delta^4/4$. The maximum is then quartic in $\delta$, and a wide range of phases near $\pi$ grows at almost the same rate.

A search over a fine grid of phases confirmed the selection rule for seven values of $B/C$ between 0.2 and 9, including $B/C=4$.

We have derived the growth rate $\sigma(p)=Bu-Cu^2$ and found the fastest-growing phase: an interior phase for $0<B<4C$, pairing at $p=\pi$ for $B\ge4C$, and no growth for $B\le0$. What remains is to find the role of repulsion, the unstable band and the number of steps per wavelength, to work through a numerical example, and to examine when the selection rule fails.
